# How large is the Majorana loss rate of a quadrupole trap?: test program

```python
"""Majorana loss from a magnetic quadrupole trap, spin F = 1.
Result under test: loss rate per atom = C * hbar / (m R^2), C of order one;
for a thermal cloud with a small hole, C = 9/(4 pi).
Field: b*(x, y, -2z); potential: mu*b*sqrt(x^2+y^2+4z^2).
R = k T/(mu b) is the cloud radius, m the mass, mu the magnetic moment.
u = (x, y, -2z) is the scaled position, w = (vx, vy, -2vz) its velocity.
Spin tests use units with mu*b/hbar = 1 and k*T/m = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq

FIELD_SHAPE = np.array([1.0, 1.0, -2.0])


def cross(a, b):
    return a[[1, 2, 0]] * b[[2, 0, 1]] - a[[2, 0, 1]] * b[[1, 2, 0]]


def trapped_state(u):
    """Spin-1 state with projection +1 along u, in the Cartesian basis,
    where the spin operator acts as (n.S) psi = i n x psi."""
    n = u / np.linalg.norm(u, axis=0)
    e1 = cross(n, np.array([[-0.4], [0.9], [0.1]]))
    e1 = e1 / np.linalg.norm(e1, axis=0)
    return (e1 + 1j * cross(n, e1)) / np.sqrt(2)


def propagate_loss(u0, w, half_time, steps):
    """Probability of leaving the trapped state on u(t) = u0 + w t.
    Schroedinger equation in the Cartesian basis: dpsi/dt = u x psi."""
    dt = 2 * half_time / steps
    psi = trapped_state(u0 - w * half_time)
    for k in range(steps):
        u = u0 + w * (-half_time + (k + 0.5) * dt)
        size = np.sqrt((u * u).sum(axis=0))
        n = u / size
        angle = size * dt
        c, s = np.cos(angle), np.sin(angle)
        psi = c * psi + s * cross(n, psi) + (1 - c) * n * (n * psi).sum(axis=0)
    final = trapped_state(u0 + w * half_time)
    return 1 - np.abs((final.conj() * psi).sum(axis=0)) ** 2


# --- Spin propagation for velocities forming a thermal quadrature ---
# Three-point Gauss-Hermite nodes per axis are 0 and +-sqrt(3).
# Mirror images and the exchange of x and y give equal loss.
nodes, weights = np.polynomial.hermite_e.hermegauss(3)
weights = weights / weights.sum()
weight_zero, weight_pair = weights[1], weights[0] + weights[2]
patterns = [(1, 0, 0), (0, 0, 1), (1, 1, 0), (1, 0, 1), (1, 1, 1)]
copies = [2, 1, 1, 2, 1]
axis = np.arange(-12, 13) * 0.3
g1, g2 = [g.ravel() for g in np.meshgrid(axis, axis)]
n_grid = g1.size
u_list, w_list, time_list, speeds = [], [], [], []
for pattern in patterns:
    v = nodes[2] * np.array(pattern, float)
    speed = np.linalg.norm(v)
    direction = v / speed
    e1 = np.cross(direction, [0.0, 1.0, 0.0])
    if np.linalg.norm(e1) < 1e-8:
        e1 = np.array([1.0, 0.0, 0.0])
    e1 = e1 / np.linalg.norm(e1)
    e2 = np.cross(direction, e1)
    impact = np.sqrt(speed) * (np.outer(e1, g1) + np.outer(e2, g2))
    u_list.append(FIELD_SHAPE[:, None] * impact)
    w_list.append(np.repeat((FIELD_SHAPE * v)[:, None], n_grid, axis=1))
    time_list.append(np.full(n_grid, 18 / np.sqrt(speed)))
    speeds.append(speed)
u0, w = np.hstack(u_list), np.hstack(w_list)
speeds = np.array(speeds)
loss = propagate_loss(u0, w, np.concatenate(time_list), 3000)

# Landau-Zener probability against the propagated spin, point by point
w_size = np.linalg.norm(w, axis=0)
u_perp_sq = (u0**2).sum(axis=0) - ((u0 * w).sum(axis=0) / w_size) ** 2
p_half = np.exp(-np.pi * u_perp_sq / (2 * w_size))
worst_probability = np.max(np.abs(loss - (2 * p_half - p_half**2)))
assert worst_probability < 3e-3

# Flux integral: speed times the loss cross-section in real space
cell = speeds * 0.3**2
flux = speeds * cell * loss.reshape(len(patterns), n_grid).sum(axis=1)
w_sq = w_size.reshape(len(patterns), n_grid)[:, 0] ** 2
worst_flux = np.max(np.abs(flux / (1.5 * w_sq) - 1))
assert worst_flux < 5e-3

node_weight = np.array([
    count * np.prod([weight_pair if q else weight_zero for q in pattern])
    for pattern, count in zip(patterns, copies)])
thermal_flux = np.sum(node_weight * flux)
lost_energy = np.sum(node_weight * flux * speeds**2 / 2) / thermal_flux
assert abs(thermal_flux / 9 - 1) < 5e-3
assert abs(lost_energy - 2.5) < 0.01


# --- Cloud integrals in real space, lengths in R, energies in k T ---
def cloud_integral(tilt, power):
    """Integral of U^power times the Boltzmann factor; tilt = m g/(2 mu b)."""
    def integrand(s, z):
        energy = np.sqrt(s * s + 4 * z * z)
        boltzmann = 0.5 * (np.exp(-energy - 2 * tilt * z)
                           + np.exp(-energy + 2 * tilt * z))
        return 4 * np.pi * s * energy**power * boltzmann
    return dblquad(integrand, 0, 25, 0, 50, epsabs=1e-7, epsrel=1e-7)[0]


volume = cloud_integral(0.0, 0)
mean_potential = cloud_integral(0.0, 1) / volume
assert abs(volume / (4 * np.pi) - 1) < 1e-5
assert abs(mean_potential - 3) < 1e-4      # equals m<v^2> = 3 k T
coefficient = thermal_flux / volume
assert abs(coefficient / (9 / (4 * np.pi)) - 1) < 5e-3
trapped_energy = 1.5 + mean_potential
heating = (trapped_energy - lost_energy) / trapped_energy
assert abs(heating - 4 / 9) < 3e-3

# --- Worked example in SI units ---
hbar, k_B = const.hbar, const.k
mass = 87 * const.atomic_mass
moment = 0.5 * const.physical_constants["Bohr magneton"][0]
gradient = 1.0
force = moment * gradient
tilt = mass * const.g / (2 * force)
density_factor = volume / cloud_integral(tilt, 0)
assert abs(density_factor / (1 - tilt**2) ** 2 - 1) < 1e-4

print("MODEL ATOM AND TRAP")
print(f"mass = {mass / const.atomic_mass:.0f} u = {mass:.4e} kg")
print(f"magnetic moment = {moment:.4e} J/T")
print(f"radial gradient b = {gradient:.1f} T/m")
print(f"radial force mu*b = {force:.4e} N")
print(f"hbar/m = {hbar / mass:.4e} m^2/s")
print(f"gravity ratio m*g/(2*mu*b) = {tilt:.4f}")
print(f"central density factor from gravity = {density_factor:.4f}")
for temperature in (50e-6, 5e-6):
    radius = k_B * temperature / force
    v_th = np.sqrt(k_B * temperature / mass)
    # Hole edge: turning rate of the field equals the Larmor frequency
    hole = brentq(lambda r: v_th / r - force * r / hbar, 1e-9, 1e-3,
                  xtol=1e-16)
    wave = hbar / (mass * v_th)
    assert abs(hole / np.sqrt(wave * radius) - 1) < 1e-6
    estimate = v_th * hole**2 / radius**3
    assert abs(estimate / (hbar / (mass * radius**2)) - 1) < 1e-6
    rate = 9 / (4 * np.pi) * estimate
    print(f"CASE T = {temperature * 1e6:.0f} microkelvin")
    print(f"cloud radius R = {radius * 1e6:.2f} micrometre")
    print(f"speed sqrt(kT/m) = {v_th * 100:.3f} cm/s")
    print(f"hole radius = {hole * 1e6:.3f} micrometre")
    print(f"hole radius / R = {hole / radius:.4f}")
    print(f"hbar/(m v) = {wave * 1e6:.5f} micrometre")
    print(f"field at hole edge = {gradient * hole * 1e6:.3f} microtesla")
    print(f"Larmor angular frequency there = {force * hole / hbar:.3e} rad/s")
    print(f"estimate hbar/(m R^2) = {estimate:.4f} 1/s")
    print(f"estimated lifetime = {1 / estimate:.3f} s")
    print(f"rate with 9/(4 pi) = {rate:.4f} 1/s")
    print(f"lifetime with 9/(4 pi) = {1 / rate:.3f} s")

p_edge = np.exp(-np.pi / 2)
print("COEFFICIENT AND CHECKS")
print(f"loss probability at hole edge, path in xy plane = "
      f"{2 * p_edge - p_edge**2:.3f}")
print(f"largest error of Landau-Zener loss probability = "
      f"{worst_probability:.1e}")
print(f"largest relative error of flux formula = {worst_flux:.1e}")
print(f"thermal flux integral, propagated spins = {thermal_flux:.4f} (units "
      "hbar k T/(m mu b))")
print(f"effective volume / R^3, quadrature = {volume:.4f}")
print(f"rate coefficient, propagated spins = {coefficient:.4f}")
print(f"rate coefficient 9/(4 pi) = {9 / (4 * np.pi):.4f}")
print(f"mean energy of a lost atom = {lost_energy:.3f} kT")
print(f"mean energy of a trapped atom = {trapped_energy:.3f} kT")
print(f"heating rate (dT/dt)/T divided by loss rate = {heating:.4f}")
print("all assertions hold")
```

Running it gives:

```
MODEL ATOM AND TRAP
mass = 87 u = 1.4447e-25 kg
magnetic moment = 4.6370e-24 J/T
radial gradient b = 1.0 T/m
radial force mu*b = 4.6370e-24 N
hbar/m = 7.2997e-10 m^2/s
gravity ratio m*g/(2*mu*b) = 0.1528
central density factor from gravity = 0.9539
CASE T = 50 microkelvin
cloud radius R = 148.87 micrometre
speed sqrt(kT/m) = 6.913 cm/s
hole radius = 1.254 micrometre
hole radius / R = 0.0084
hbar/(m v) = 0.01056 micrometre
field at hole edge = 1.254 microtesla
Larmor angular frequency there = 5.513e+04 rad/s
estimate hbar/(m R^2) = 0.0329 1/s
estimated lifetime = 30.362 s
rate with 9/(4 pi) = 0.0236 1/s
lifetime with 9/(4 pi) = 42.393 s
CASE T = 5 microkelvin
cloud radius R = 14.89 micrometre
speed sqrt(kT/m) = 2.186 cm/s
hole radius = 0.705 micrometre
hole radius / R = 0.0474
hbar/(m v) = 0.03339 micrometre
field at hole edge = 0.705 microtesla
Larmor angular frequency there = 3.100e+04 rad/s
estimate hbar/(m R^2) = 3.2936 1/s
estimated lifetime = 0.304 s
rate with 9/(4 pi) = 2.3589 1/s
lifetime with 9/(4 pi) = 0.424 s
COEFFICIENT AND CHECKS
loss probability at hole edge, path in xy plane = 0.373
largest error of Landau-Zener loss probability = 2.2e-04
largest relative error of flux formula = 8.8e-05
thermal flux integral, propagated spins = 9.0001 (units hbar k T/(m mu b))
effective volume / R^3, quadrature = 12.5664
rate coefficient, propagated spins = 0.7162
rate coefficient 9/(4 pi) = 0.7162
mean energy of a lost atom = 2.500 kT
mean energy of a trapped atom = 4.500 kT
heating rate (dT/dt)/T divided by loss rate = 0.4444
all assertions hold
```
